# Radial Dirac–Hartree–Fock equations for closed-shell atoms, part 2

We seek the radial equations that make the energy of a closed-shell atom stationary. Hartree atomic units are used (\(c=1/\alpha\)), with \(N\) electrons, nuclear charge \(Z\), and
\[ H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r), \]
where \(V=-Z/r\) unless stated otherwise. There is no Breit term. Each full subshell \(a=(n_a,\kappa_a)\) holds \(q_a=2j_a+1=2|\kappa_a|\) electrons in the spinors
\[ \psi_{am}=\frac1r\begin{pmatrix}P_a\,\Omega_{\kappa_a m}\\ iQ_a\,\Omega_{-\kappa_a m}\end{pmatrix},\qquad \phi_a=\begin{pmatrix}P_a\\Q_a\end{pmatrix}\ \text{real}. \]
Here \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). For equal \(\kappa\), \(\int\rho_{ab}\,dr=\delta_{ab}\). With \(r_<,r_>\) the smaller and larger of \(r,s\),
\[ \rho_{ab}=P_aP_b+Q_aQ_b,\qquad \frac{Y^k_{ab}(r)}{r}=\int_0^\infty\rho_{ab}(s)\,\frac{r_<^k}{r_>^{k+1}}\,ds, \]
\[ F^0(ab)=\int_0^\infty\rho_{aa}\frac{Y^0_{bb}}r\,dr,\qquad G^k(ab)=\int_0^\infty\rho_{ab}\frac{Y^k_{ab}}r\,dr. \]
With \((ij|kl)=\iint\psi_i^\dagger\psi_j(1)\,r_{12}^{-1}\,\psi_k^\dagger\psi_l(2)\), the determinant's energy is
\[ E=\sum_i\langle i|h|i\rangle+\frac12\sum_{i,j}\big[(ii|jj)-(ij|ji)\big],\tag{5} \]
which, with \(I_a=\int\phi_a\cdot h_{\kappa_a}\phi_a\,dr\), becomes
\[ E=\sum_a q_aI_a+\frac12\sum_{a,b}q_aq_b\Big[F^0(ab)-\sum_k\Lambda_{akb}G^k(ab)\Big],\tag{1} \]
\[ \Lambda_{akb}=\begin{pmatrix}j_a&k&j_b\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2\Pi_{akb},\qquad \Pi_{akb}=\begin{cases}1&l_a+k+l_b\ \text{even}\\0&\text{otherwise.}\end{cases}\tag{2} \]
The stationarity condition to be derived is
\[ h_{\kappa_a}\phi_a+\sum_b q_b\Big[\frac{Y^0_{bb}}r\phi_a-\sum_k\Lambda_{akb}\frac{Y^k_{ab}}r\phi_b\Big]=\varepsilon_a\phi_a,\tag{3} \]
\[ h_\kappa\phi=\begin{pmatrix}VP+c(-Q'+\kappa Q/r)\\ c(P'+\kappa P/r)+(V-2c^2)Q\end{pmatrix}.\tag{4} \]
From A.3, \(h_\kappa\) is symmetric. Near a point nucleus \(P=p\,r^\gamma\), \(Q=s\,r^\gamma\), with \(\gamma^2=\kappa^2-Z^2/c^2\), \(\gamma>0\), and \(c(\kappa+\gamma)p-Zs=0\).

From A.5, \(\Lambda_{akb}=\Lambda_{bka}\) vanishes unless \(|j_a-j_b|\le k\le j_a+j_b\), and \(\Lambda_{a0a}=1/q_a\). The squared 3j symbol in (2) is
\[ \frac1{2(2k+1)}\quad\text{when one of the two } j \text{ is }\tfrac12\text{ and the other is }k\pm\tfrac12\ (\text{zero for other }k).\tag{11} \]
Summing over both \(j_b=l_b\pm\tfrac12\),
\[ \sum_{j_b}q_b\Lambda_{akb}=(2l_b+1)\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2.\tag{12} \]
Both sides equal \(A_0^2\), where \(A_0\sqrt{2l_a+1}=\langle k0\,l_b0|l_a0\rangle\sqrt{2l_b+1}\). With \(C^k_\nu=\sqrt{4\pi/(2k+1)}\,Y_{k\nu}\), coupling \(C^k_\nu\) and \(Y_{l_bm_b}\) to \(l_a,m\) gives \(A_0Y_{l_am}\).

## A.6 Variation

Let \(W^k[f,g]=\iint f(r)\,r_<^kr_>^{-k-1}g(s)\,dr\,ds\), a symmetric bilinear form, so that \(F^0(ab)=W^0[\rho_{aa},\rho_{bb}]\) and \(G^k(ab)=W^k[\rho_{ab},\rho_{ab}]\). Vary \(\phi_c\).

The symmetry of \(h_\kappa\) gives \(\delta(q_cI_c)=2q_c\int\delta\phi_c\cdot h\phi_c\).

In the direct sum the terms \(a=c\) and \(b=c\) contribute equally, which cancels the \(\tfrac12\), and \(\delta\rho_{cc}=2\,\delta\phi_c\cdot\phi_c\). The change is \(2q_c\sum_bq_bW^0[\delta\phi_c\cdot\phi_c,\rho_{bb}]\).

In the exchange sum \(\delta G^k(ab)=2W^k[\delta\rho_{ab},\rho_{ab}]\) with \(\delta\rho_{ab}=\delta_{ac}\,\delta\phi_c\cdot\phi_b+\delta_{bc}\,\phi_a\cdot\delta\phi_c\). The two parts are equal after summation because \(\Lambda\) is symmetric, and for \(a=b=c\) both are present. The change is \(-\tfrac12\cdot2\cdot2\,q_c\sum_bq_b\sum_k\Lambda_{ckb}W^k[\delta\phi_c\cdot\phi_b,\rho_{cb}]\).

Together, \(\delta E=2q_c\int\delta\phi_c\cdot F_{\kappa_c}\phi_c\,dr\), where the Fock operator acts on any radial pair \(\chi\) of symmetry \(\kappa\) as
\[ F_\kappa\chi=(h_\kappa+U)\chi-\sum_bq_b\sum_k\Lambda_{\kappa kb}\,\phi_b(r)\int\frac{r_<^k}{r_>^{k+1}}\,\phi_b(s)\cdot\chi(s)\,ds,\qquad U=\sum_bq_b\frac{Y^0_{bb}}r.\tag{13} \]
Constraints are needed only between subshells of equal \(\kappa\). Subtracting \(\sum q_a\varepsilon_{ab}(\int\rho_{ab}\,dr-\delta_{ab})\) with symmetric \(\varepsilon_{ab}\) adds \(-2q_c\sum_b\varepsilon_{cb}\int\delta\phi_c\cdot\phi_b\), so \(F_\kappa\phi_c=\sum_b\varepsilon_{cb}\phi_b\). Subshells of equal \(\kappa\) have equal \(q\) and \(\Lambda\), so (13) depends on them only through \(\sum_b\phi_b(r)\phi_b(s)^T\), which an orthogonal mixing leaves unchanged. The mixing that diagonalises \(\varepsilon_{cb}\) gives (3).

Only radial variations were used, yet the result solves the unrestricted four-component equations. Full subshells form a set that is mapped unitarily onto itself by rotations and by parity, so the four-component Fock operator commutes with both and maps a spinor of type \(\kappa m\) to the same type. Its gradient toward any other symmetry vanishes, and within \(\kappa m\) it is (13).

With \(X_a=(X^P_a,X^Q_a)=\sum_bq_b\sum_k\Lambda_{akb}(Y^k_{ab}/r)\phi_b\), solving the lower and upper rows of (3) for the derivatives gives
\[ P_a'+\frac{\kappa_a}rP_a=\Big[2c+\frac{\varepsilon_a-V-U}c\Big]Q_a+\frac{X^Q_a}c,\qquad Q_a'-\frac{\kappa_a}rQ_a=-\frac{\varepsilon_a-V-U}cP_a-\frac{X^P_a}c.\tag{14} \]
The exponent \(\gamma_a\) of A.3 is unchanged. \(U\) is finite at the origin. Near the origin \(Y^k_{ab}/r\) contains no power lower than the lower of \(r^k\) and \(r^{\gamma_a+\gamma_b}\) (a factor \(\ln r\) can appear if the two coincide). The second power can be absent: for \(\kappa_a=-\kappa_b\) the ratios \(s/p=c(\kappa+\gamma)/Z\) of A.3 multiply to \(-1\), and the leading coefficient of \(\rho_{ab}\) cancels. The triangle rule gives \(k\ge|\kappa_a|-|\kappa_b|\), and \(|\kappa_b|-\gamma_b<1\) for \(Z<c\), so \(k+\gamma_b>|\kappa_a|-1>\gamma_a-1\); also \(\gamma_a+2\gamma_b>\gamma_a-1\). Each term of \(X_a\) is \(Y^k_{ab}/r\) times \(\phi_b\sim r^{\gamma_b}\), so it is of higher order than the terms in \(r^{\gamma_a-1}\) that fix the exponent. At large \(r\), \(U\to N/r\). For an occupied orbital the term \(b=a\), \(k=0\) of \(X_a\) equals \((Y^0_{aa}/r)\phi_a\) and removes one unit of this charge. This fixes the tail \(-(Z-N+1)/r\) for the least bound subshell. For an inner subshell the terms of \(X_a\) with \(k\ge1\) and a less bound \(\phi_b\) fall off more slowly than the self term, and where they are present they govern \(\phi_a\) at large \(r\). For an unoccupied eigenfunction \(v\) of \(F_\kappa\) no such term exists, since \(Y^0_{vb}(\infty)=\int\rho_{vb}\,dr=0\), and the tail of the potential is \(-(Z-N)/r\).

## A.7 Consequences

Orbital energies. Multiplying (3) by \(\phi_a\) and integrating gives
\[ \varepsilon_a=I_a+\sum_bq_b\Big[F^0(ab)-\sum_k\Lambda_{akb}G^k(ab)\Big].\tag{15} \]
The sum \(\sum_aq_a\varepsilon_a\) contains the two-electron part of (1) twice, so \(E=\tfrac12\sum_aq_a(I_a+\varepsilon_a)\). The terms of (5) that contain spinor \(i\) add up to \(\langle i|h|i\rangle+\sum_j[(ii|jj)-(ij|ji)]=\varepsilon_i\). Deleting \(i\) with all other spinors frozen changes \(E\) by \(-\varepsilon_i\), and adding an unoccupied \(v\) changes it by \(+\varepsilon_v\) (Koopmans' theorem).

Saddle point. Replace one occupied spinor by \(\cos\theta\,\psi_i+\sin\theta\,\chi\), with \(\chi\) an unoccupied eigenfunction of the Fock operator \(F\). Because the \(i=j\) term of (5) vanishes, \(E\) depends on this spinor as the expectation value of \(F'\), which is \(F\) without the contribution of \(i\). One has \(\langle i|F'|i\rangle=\varepsilon_i\), \(\langle i|F'|\chi\rangle=0-[(i\chi|ii)-(ii|i\chi)]=0\) and \(\langle\chi|F'|\chi\rangle=\varepsilon_\chi-\Delta\), with \(\Delta=(\chi\chi|ii)-(\chi i|i\chi)\). So exactly
\[ \delta E=\sin^2\theta\,(\varepsilon_\chi-\varepsilon_i-\Delta). \]
\(\Delta\) is the repulsion energy of the two-electron determinant of \(\psi_i\) and \(\chi\), hence non-negative. A negative-energy \(\chi\) has \(\varepsilon_\chi<\varepsilon_i\) and lowers \(E\) (the gap is close to \(2c^2\) only at the top of that branch and for a weakly bound \(\psi_i\)); a positive-energy \(\chi\) with \(\varepsilon_\chi-\varepsilon_i>\Delta\) raises it. The occupied orbitals must be chosen from the positive-energy branch of \(F_\kappa\), and unconstrained minimisation of (1) is not a valid solver. In the example of A.9 they are the lowest eigenfunctions of that branch for each \(\kappa\). Equation (3) alone does not require this: an excited determinant such as \(2s^2\) with an empty \(1s\) also solves it.

Virial relation. The scaling \(\psi\to\lambda^{3/2}\psi(\lambda\mathbf r)\) keeps orthonormality, multiplies \(\langle c\boldsymbol\alpha\cdot\mathbf p\rangle\) and all Coulomb terms by \(\lambda\), and leaves \(M=\langle(\beta-1)c^2\rangle\) unchanged. Then \(E(\lambda)=\lambda(E-M)+M\), and \(dE/d\lambda=0\) gives
\[ E=M=-2c^2\sum_aq_a\int Q_a^2\,dr.\tag{16} \]
This needs a point nucleus. In the basis of A.8, multiplying every exponent by \(\lambda^2\) turns the large- and small-component spaces into their scaled copies. With normalised \(g_i\) each \(f_i\) gains an extra factor \(\lambda\) from the derivative, so a scaled orbital keeps its large-component coefficients and has its small-component coefficients divided by \(\lambda\). The converged energy is stationary in the coefficients, so their further relaxation does not contribute at first order. There \(E-M\) is the derivative of the converged energy with respect to \(\lambda\) at \(\lambda=1\), and (16) holds when this derivative is zero.

Nonrelativistic limit. For \(c\to\infty\) at fixed \(Z\) and fixed \(r>0\), the first equation of (14) gives \(Q=(P'+\kappa P/r)/2c\) at leading order, and \(\rho_{ab}\to P_aP_b\). The relation for \(Q\) is not uniform in \(r\): at \(r=Z/2c^2\) from a point nucleus \(-V\) equals \(2c^2\) and cannot be dropped, but this region shrinks to zero in the limit. Since \((\partial_r-\kappa/r)(P'+\kappa P/r)=P''-\kappa(\kappa+1)P/r^2\) and \(\kappa(\kappa+1)=l(l+1)\) for both signs of \(\kappa\), the second equation becomes \(-\tfrac12P''+[l(l+1)/2r^2+V+U]P-X^P=\varepsilon P\). If both \(j_b\) share one \(P_b\), (12) makes the exchange weight independent of \(j_a\), so that assumption is self-consistent when both \(j\) of every \(l\) are filled, and the closed-shell Hartree–Fock equation results.

## A.8 Numerical realisation

For a differential-equation code, write \(Y^k=r^{-k}\mathcal A+r^{k+1}\mathcal B\) with \(\mathcal A'=r^k\rho\) and \(\mathcal B'=-r^{-k-1}\rho\). In \(Y'\) the two terms \(\pm\rho\) cancel, leaving \(-kr^{-k-1}\mathcal A+(k+1)r^k\mathcal B\). A second derivative gives \(Y''=k(k+1)Y/r^2-(2k+1)\rho/r\).

The example uses a different route. With \(x=\ln r\), \(x'=\ln s\), the kernel is \(r_<^k/r_>^{k+1}=(rs)^{-1/2}e^{-(k+1/2)|x-x'|}\), and \(dr=r\,dx\). So \(W^k[f,g]\) is a convolution integral in \(x\) of \(f\sqrt r\) and \(g\sqrt r\), and the Fourier transform of the exponential is \((2k+1)/[(k+\tfrac12)^2+\omega^2]\). On a uniform grid of step \(\Delta x\), let \(t_n\) be the inverse discrete Fourier transform of this function, taken over a period much longer than the grid. Then \(W^k[f,g]=\sum_{ij}\Delta x\sqrt{r_ir_j}\,t_{i-j}f_ig_j\) for densities that are resolved by the grid and vanish at its ends. The transform is positive, so \(G^k(ab)\ge0\).

Expand \(P\) in \(g_i\propto r^{l+1}e^{-\zeta_ir^2}\) and \(Q\) in \(f_i=(g_i'+\kappa g_i/r)/2c\) (restricted kinetic balance). The reason is the leading-order relation above. With \(D=\partial_r+\kappa/r\), solving for \(Q\) within a small-component space with projector \(\mathcal P_S\) gives \(Q=\mathcal P_SDP/2c\) and kinetic energy \(\tfrac12\|\mathcal P_SDP\|^2\), which never exceeds \(\tfrac12\|DP\|^2\) and equals it for every \(P\) in the basis only if the space contains every \(Dg_i\). For \(n\) exponents, (3) becomes a \(2n\times2n\) generalised eigenproblem for each \(\kappa\). The lowest \(n\) roots are discarded as the negative-energy branch, the next ones are occupied, and the cycle is iterated with DIIS extrapolation.

## A.9 Example: Na⁺

The system is \(1s^2\,2s^2\,2p_{1/2}^2\,2p_{3/2}^4\), \(Z=11\), point nucleus, \(c=137.035999\). The exponents are \(\zeta_i=0.008\times1.85^i\ \text{bohr}^{-2}\), 36 for \(s\) and 28 for each \(p\) symmetry. The grid has 311 points with \(\Delta x=0.08\), from \(10^{-9}\) to 59.0 bohr. Energies are in hartree, and the digits refer to the model, not to the real ion.

| shell | \(I_a\) | \(\varepsilon_a\) | \(10^3\int Q_a^2\) |
|---|---|---|---|
| \(1s\) | −60.50330 | −40.82657 | 1.50073 |
| \(2s\) | −13.72457 | −3.08240 | 0.182588 |
| \(2p_{1/2}\) | −12.80773 | −1.80142 | 0.157746 |
| \(2p_{3/2}\) | −12.78098 | −1.79401 | 0.157114 |

The weights follow from A.5. Equation (11) gives \(1/2\), \(1/6\) and \(1/10\) for \(k=0,1,2\), and \(\Lambda_{a0a}=1/4\) for \(2p_{3/2}\). For the last one use (12) with \(l_a=l_b=1\), \(k=2\). The right side is \(A_0^2=\langle Y_{10}|C^2_0|Y_{10}\rangle=\tfrac32\int_{-1}^1x^2\,\tfrac12(3x^2-1)\,dx=\tfrac25\), because for \(l_a=l_b\) the matrix element is \(\langle20\,10|10\rangle A_0=A_0^2\). Then \(2\cdot\tfrac1{10}+4\Lambda=\tfrac25\) and \(\Lambda=1/20\).

| pair | \(F^0\) | \(k\), \(\Lambda\) | \(G^k\) |
|---|---|---|---|
| \(1s,1s\) | 6.60318 | 0, 1/2 | 6.60318 |
| \(1s,2s\) | 1.66196 | 0, 1/2 | 0.12317 |
| \(1s,2p_{1/2}\) | 1.68030 | 1, 1/6 | 0.18915 |
| \(1s,2p_{3/2}\) | 1.67517 | 1, 1/6 | 0.18814 |
| \(2s,2s\) | 1.16983 | 0, 1/2 | 1.16983 |
| \(2s,2p_{1/2}\) | 1.16351 | 1, 1/6 | 0.70364 |
| \(2s,2p_{3/2}\) | 1.16197 | 1, 1/6 | 0.70316 |
| \(2p_{1/2},2p_{1/2}\) | 1.16641 | 0, 1/2 | 1.16641 |
| \(2p_{1/2},2p_{3/2}\) | 1.16476 | 2, 1/10 | 0.52287 |
| \(2p_{3/2},2p_{3/2}\) | 1.16312 | 0, 1/4 | 1.16312 |
| | | 2, 1/20 | 0.52249 |

In (1) a pair with \(a=b\) carries \(\tfrac12q_a^2\), which is 2 or 8, and a pair with \(a\ne b\) occurs twice and carries \(q_aq_b\), which is 4 or 8.

One-electron part: \(2(-60.50330-13.72457-12.80773)+4(-12.78098)=-225.1951\).

Direct part: \(2(6.60318+1.16983+1.16641)+8(1.16312)+4(1.66196+1.68030+1.16351)+8(1.67517+1.16197+1.16476)=17.87884+9.30496+18.02308+32.01520=77.2221\). Unrounded integrals give 77.22202.

Exchange part: the terms \(a=b\) give \(8.93942+8(1.16312/4+0.52249/20)=8.93942+2.53524\). The terms \(a\ne b\) give \(4(0.12317)/2+4(0.18915+0.70364)/6+8(0.18814+0.70316)/6+8(0.52287)/10=2.44823\). The total is \(-13.9229\).

With unrounded parts, \(E=-225.19511+77.22202-13.92288=-161.89597\) hartree \(=-4405.41\) eV. A basis with exponent ratio 2.0 over the same range gives the same five decimals. From the orbital energies, \(\sum q_a\varepsilon_a=-98.59682\) and \(\tfrac12(-225.19511-98.59682)=-161.8960\). For (16), \(\sum q_a\int Q_a^2=2(1.841064\times10^{-3})+4(0.157114\times10^{-3})=4.3106\times10^{-3}\), and multiplication by \(-2c^2=-37557.73\) gives \(-161.896\).

Equation (15) for the two \(2p\) levels, with partners in the order \(1s,2s,2p_{1/2},2p_{3/2}\), reads
\[ \varepsilon_{2p_{1/2}}=-12.80773+3.29755+2.09247+1.16641+4.44989=-1.8014, \]
\[ \varepsilon_{2p_{3/2}}=-12.78098+3.28763+2.08955+2.22495+3.38486=-1.7940, \]
where for instance \(3.29755=2(1.68030-0.18915/6)\) and \(3.38486=4(\tfrac34\cdot1.16312-0.52249/20)\). The splitting is 0.00741 hartree (0.20 eV). It is the remainder of a difference of \(+0.0268\) in \(I_a\) and \(-0.0193\) in the two-electron terms, so the \(j\) dependence of the Slater integrals cannot be neglected in it.

Repeating the calculation at \(100c\) and assuming that the shift scales as \(1/c^2\), \(E_\infty=E_{100c}-(E-E_{100c})/(100^2-1)\), gives \(E_\infty=-161.67696\). The Dirac–Coulomb shift is \(-0.21901\) hartree (\(-5.96\) eV). The omitted Breit term is also of order \(1/c^2\), so this is not the full relativistic correction at that order.

Two faulty versions of (1) were evaluated on the converged orbitals, and the errors are relative to \(E\) on the same orbitals. Omitting \(Q_aQ_b\) from all Slater integrals changes \(E\) by \(-0.08117\) hartree, 37% of the relativistic shift; since \(Q^2\) is of order \(1/c^2\), the omitted term is of the same order as that shift. Omitting \(\Pi\) changes \(E\) by \(-6.33617\) hartree. The sign follows from A.8: the extra terms are \(-\Lambda G^k\) with both factors non-negative.

The lowest unoccupied eigenfunctions of the Na⁺ operator see the tail \(-1/r\) and describe the valence electron of Na on a frozen core: \(\varepsilon_{3s}=-0.18203\), \(\varepsilon_{3p_{1/2}}=-0.10949\), \(\varepsilon_{3p_{3/2}}=-0.10942\) hartree. By Koopmans' theorem the frozen-core ionisation energy of Na is 4.95 eV. The measured value is roughly 5.1 eV. The model omits core relaxation and correlation, and this calculation does not divide the difference between them.
